**Diffusion-limited carrier decay with one passivated and one recombining face**

The program tests the slowest decay time $\tau=4W^2/(\pi^2D)$, where $W$ is the wafer thickness and $D$ the carrier diffusion coefficient. It asserts that the lowest eigenvalues of a finite-volume diffusion matrix agree with the derived mode rates, and that three different starting profiles reach the same late decay time. Quadrature tests the gradient inequality on four trial profiles. Further assertions cover finite surface recombination, a leak at the passivated face, added bulk and edge losses, and the ambipolar diffusion coefficient. For a 300 µm p-type silicon wafer with rough typical mobilities, the output gives $\tau=10.45$ µs, against 2.61 µs when both faces recombine infinitely fast. Among the neglected effects, the output shows a 22% longer time at 350 K and a high-injection limiting estimate of 20.9 µs. The chosen surface and bulk losses each change the time by about 2% or less.

## Program and output

```python
# Result under test: excess carriers in a wafer 0 < x < W, with no flux through
# the face x = 0 and zero density at the face x = W, finally decay with
#     tau = 4 W^2 / (pi^2 D)
# D: diffusion coefficient, S: surface recombination velocity, N: sheet density.
# Lengths are in cm and times in s unless a name or label says otherwise.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, expm
from scipy.optimize import brentq

# Rough typical values for lightly doped p-type silicon, and chosen geometry
W = 0.03                  # thickness
side = 10.0               # side of a square wafer
T = 300.0                 # K
mu_n, mu_p = 1350.0, 450.0  # cm2/Vs
p0 = 1e15                 # hole density, cm^-3
injection = 0.01          # starting excess density / p0
S_bad, S_good = 1e5, 10.0  # cm/s, real bare face and real passivated face
tau_bulk = 1e-3           # s
T_hot, mobility_power = 350.0, -2.3
bending = 0.5             # V, band bending at the bare face
eps_r, mass_cond, mass_dos = 11.7, 0.26, 1.08

V_T = const.k * T / const.e
D, D_p = mu_n * V_T, mu_p * V_T


def tau_formula(thickness, diffusion):
    return 4 * thickness**2 / (np.pi**2 * diffusion)


tau = tau_formula(W, D)


def diffusion_matrix(cells, S_left, S_right, bulk_rate=0.0):
    """Finite-volume loss matrix: diagonal and off-diagonal, in 1/s."""
    h = W / cells

    def face_velocity(S):
        return 0.0 if S == 0 else 1 / (h / (2 * D) + 1 / S)

    diag = np.full(cells, 2 * D / h**2)
    diag[0] = D / h**2 + face_velocity(S_left) / h
    diag[-1] = D / h**2 + face_velocity(S_right) / h
    return diag + bulk_rate, np.full(cells - 1, -D / h**2)


def rates(S_left, S_right, bulk_rate=0.0, count=1):
    diag, off = diffusion_matrix(400, S_left, S_right, bulk_rate)
    return eigh_tridiagonal(diag, off, eigvals_only=True, select='i',
                            select_range=(0, count - 1))


# Eigenvalues of the flux-balance matrix against the derived times
ideal_rates = rates(0, np.inf, count=3)
assert abs(ideal_rates[0] * tau - 1) < 1e-5
assert np.allclose(ideal_rates * tau, [1, 9, 25], rtol=1e-4)
tau_two_faces = W**2 / (np.pi**2 * D)
assert abs(rates(np.inf, np.inf)[0] * tau_two_faces - 1) < 1e-4

# Lower bound on the gradient integral, in units of W, for trial profiles
k1 = np.pi / 2
for power in (1, 2, 3, 5):
    def u(x):
        return 1 - x**power

    def du(x):
        return -power * x**(power - 1)

    grad2 = quad(lambda x: du(x)**2, 0, 1)[0]
    norm2 = quad(lambda x: u(x)**2, 0, 1)[0]
    rest = quad(lambda x: (du(x) + k1 * u(x) * np.tan(k1 * x))**2, 0, 1)[0]
    assert grad2 / norm2 > k1**2
    assert abs(grad2 - k1**2 * norm2 - rest) < 1e-6

# Time evolution from three different starting profiles
cells = 200
h = W / cells
x = (np.arange(cells) + 0.5) * h
diag, off = diffusion_matrix(cells, 0, np.inf)
loss = np.diag(diag) + np.diag(off, 1) + np.diag(off, -1)
step = expm(-loss * 0.1 * tau)
phi = np.cos(np.pi * x / (2 * W))
odd = 2 * np.arange(200) + 1


def sheet_series(s):
    return np.sum(8 / (np.pi * odd)**2 * np.exp(-odd**2 * s))


def local_time(s):
    """N/(-dN/dt) in units of tau, uniform start, s = t/tau."""
    return sheet_series(s) / np.sum(8 / np.pi**2 * np.exp(-odd**2 * s))


profiles = {'uniform': np.ones(cells),
            'near good face': np.exp(-x / (0.1 * W)),
            'near bad face': np.exp(-(W - x) / (0.1 * W))}
late_times = {}
for name, start in profiles.items():
    n = start.copy()
    a0, E0 = h * phi @ start, h * start @ start
    sheet = [h * n.sum()]
    for i in range(1, 31):
        n = step @ n
        s = 0.1 * i
        sheet.append(h * n.sum())
        assert abs(h * phi @ n / (a0 * np.exp(-s)) - 1) < 1e-4
        assert a0 * np.exp(-s) < sheet[-1] < np.sqrt(W * E0) * np.exp(-s)
        if name == 'uniform':
            assert abs(sheet[-1] / sheet[0] - sheet_series(s)) < 1e-4
    late_times[name] = tau / np.log(sheet[20] / sheet[30])
    assert abs(late_times[name] / tau - 1) < 1e-4

s_wait = brentq(lambda s: local_time(s) - 0.99, 0.05, 3)
for s in (0.1, s_wait):
    n = expm(-loss * s * tau) @ np.ones(cells)
    assert abs(n.sum() / (loss @ n).sum() / tau - local_time(s)) < 1e-3

# Finite recombination at the bad face
biot = S_bad * W / D
theta = brentq(lambda q: q * np.sin(q) - biot * np.cos(q), 0.1, np.pi / 2)
tau_finite_S = W**2 / (D * theta**2)
assert abs(rates(0, S_bad)[0] * tau_finite_S - 1) < 1e-5
assert abs(tau * (1 + 1 / biot)**2 / tau_finite_S - 1) < 1e-4

# Small leak at the good face
leak_rate = 2 * S_good / W
leak_numeric = rates(S_good, np.inf)[0] - ideal_rates[0]
assert abs(leak_numeric / leak_rate - 1) < 0.01

# Bulk loss and absorbing edges add to the rate
X, Y, Z, t = sp.symbols('X Y Z t', real=True)
Ws, Ds, Ls, tb = sp.symbols('W D L tau_b', positive=True)
total_rate = 1/tb + sp.pi**2*Ds/(4*Ws**2) + 2*sp.pi**2*Ds/Ls**2
mode = (sp.exp(-total_rate*t) * sp.cos(sp.pi*X/(2*Ws))
        * sp.cos(sp.pi*Y/Ls) * sp.cos(sp.pi*Z/Ls))
residual = (sp.diff(mode, t) + mode/tb
            - Ds*sum(sp.diff(mode, q, 2) for q in (X, Y, Z)))
assert sp.simplify(residual / mode) == 0
edge_rate = 2 * np.pi**2 * D / side**2
tau_combined = 1 / rates(S_good, S_bad, 1 / tau_bulk)[0]

# Ambipolar coefficient from equal electron and hole fluxes in a neutral wafer
ns, ps, Dn_s, Dp_s, g = sp.symbols('n p D_n D_p g', positive=True)
field = sp.symbols('field')  # electric field divided by kT/e
flux_n = -Dn_s * (g + ns * field)
flux_p = -Dp_s * (g - ps * field)
field_solution = sp.solve(sp.Eq(flux_n, flux_p), field)[0]
D_ambi = (ns + ps) / (ns / Dp_s + ps / Dn_s)
assert sp.simplify(-flux_n.subs(field, field_solution) / g - D_ambi) == 0
ambi = sp.lambdify((ns, ps, Dn_s, Dp_s), D_ambi)
D_start = ambi(injection, 1 + injection, D, D_p)
D_high = ambi(1.0, 1.0, D, D_p)

# Kinetic cap on S: no carrier returns from the absorbing face
J, v, c = sp.symbols('J v c', positive=True)
angular = ns / 2 * (1 + 3 * J * c / (ns * v))
returning = sp.integrate(-c * v * angular, (c, -1, 0))
assert sp.simplify(sp.solve(returning, J)[0] - ns * v / 2) == 0
speed = 100 * np.sqrt(8 * const.k * T / (np.pi * mass_cond * const.m_e))
S_cap = speed / 2

# Depletion layer at the bare face (SI inside)
eps = eps_r * const.epsilon_0
charge = const.e * p0 * 1e6
depletion = np.sqrt(2 * eps * bending / charge)
potential = quad(lambda y: charge * (depletion - y) / eps, 0, depletion)[0]
assert abs(potential / bending - 1) < 1e-8
depletion_cm = 100 * depletion

# Degeneracy correction to the Einstein relation for the excess electrons
N_c = 2 * (2*np.pi*mass_dos*const.m_e*const.k*T / const.h**2)**1.5 * 1e-6
z = mp.mpf('0.001')
einstein = mp.polylog(1.5, -z) / mp.polylog(0.5, -z) - 1
assert abs(einstein / (z / 2**1.5) - 1) < 0.01
degeneracy = injection * p0 / N_c / 2**1.5

relaxation = eps / (charge * mu_p * 1e-4)
D_hot = mu_n * (T_hot / T)**mobility_power * const.k * T_hot / const.e
tau_hot = tau_formula(W, D_hot)


def change(new_tau):
    return 100 * (new_tau / tau - 1)


us = 1e6
print(f"thickness W = {W*1e4:.0f} um; temperature = {T:.0f} K")
print(f"rough mobilities: electron {mu_n:.0f}, hole {mu_p:.0f} cm2/Vs")
print(f"thermal voltage kT/e = {V_T*1e3:.2f} mV")
print(f"electron D = {D:.2f} cm2/s; hole D = {D_p:.2f} cm2/s")
print(f"slowest decay time, formula = {tau*us:.3f} us")
print(f"slowest decay time, matrix = {us/ideal_rates[0]:.3f} us")
print(f"slowest decay rate = {1/tau:.4e} 1/s")
print("matrix rates times tau =", np.round(ideal_rates * tau, 3))
print(f"second mode decay time = {tau/9*us:.3f} us")
print(f"time with two bad faces = {tau_two_faces*us:.3f} us")
for name, value in late_times.items():
    print(f"late decay time, start {name} = {value*us:.3f} us")
print(f"slow-mode share, uniform start = {8/np.pi**2:.4f}")
for s in (0.1, 0.3, 0.5, 1.0):
    print(f"local decay time / tau at t = {s} tau: {local_time(s):.4f}")
print(f"wait for 1% agreement = {s_wait:.3f} tau = {s_wait*tau*us:.2f} us")
print("--- neglected effects (rough inputs) ---")
print(f"bad face S = {S_bad:.0e} cm/s; S W/D = {biot:.1f}")
print(f"  tau = {tau_finite_S*us:.3f} us, {change(tau_finite_S):+.2f} %")
print(f"good face S = {S_good:.0f} cm/s; added rate = {leak_rate:.0f} 1/s")
print(f"  tau change = {change(1/(1/tau+leak_rate)):+.2f} %")
print(f"bulk lifetime = {tau_bulk*1e3:.0f} ms")
print(f"  tau change = {change(1/(1/tau+1/tau_bulk)):+.2f} %")
print(f"these three together: tau = {tau_combined*us:.3f} us, "
      f"{change(tau_combined):+.2f} %")
print(f"absorbing edges, side {side:.0f} cm: added rate = {edge_rate:.2f} 1/s")
print(f"  tau change = {change(1/(1/tau+edge_rate)):+.4f} %")
print(f"hole density = {p0:.0e} cm^-3; excess/holes = {injection:.2f}")
print(f"  D at start = {D_start:.2f} cm2/s, {100*(D_start/D-1):+.2f} %")
print(f"high-injection limit: D = {D_high:.2f} cm2/s, "
      f"tau = {tau_formula(W, D_high)*us:.2f} us")
print(f"at {T_hot:.0f} K, mobility power {mobility_power}: "
      f"D = {D_hot:.2f} cm2/s")
print(f"  tau = {tau_hot*us:.2f} us, {change(tau_hot):+.1f} %")
print(f"band bending {bending} V: depletion = {depletion_cm*1e4:.2f} um")
print(f"  tau change if W shrinks by it = "
      f"{change(tau_formula(W-depletion_cm, D)):+.2f} %")
print(f"mean thermal speed = {speed:.2e} cm/s; cap on S = {S_cap:.2e} cm/s")
print(f"  tau change at the cap = {100*((1+D/(S_cap*W))**2-1):+.3f} %")
print(f"degeneracy correction to D = {100*degeneracy:.1e} %")
print(f"dielectric relaxation time = {relaxation*1e12:.1f} ps")
print("every check passed")
```

It prints:

```
thickness W = 300 um; temperature = 300 K
rough mobilities: electron 1350, hole 450 cm2/Vs
thermal voltage kT/e = 25.85 mV
electron D = 34.90 cm2/s; hole D = 11.63 cm2/s
slowest decay time, formula = 10.451 us
slowest decay time, matrix = 10.451 us
slowest decay rate = 9.5681e+04 1/s
matrix rates times tau = [ 1.     9.    24.999]
second mode decay time = 1.161 us
time with two bad faces = 2.613 us
late decay time, start uniform = 10.451 us
late decay time, start near good face = 10.451 us
late decay time, start near bad face = 10.451 us
slow-mode share, uniform start = 0.8106
local decay time / tau at t = 0.1 tau: 0.6804
local decay time / tau at t = 0.3 tau: 0.9255
local decay time / tau at t = 0.5 tau: 0.9840
local decay time / tau at t = 1.0 tau: 0.9997
wait for 1% agreement = 0.560 tau = 5.85 us
--- neglected effects (rough inputs) ---
bad face S = 1e+05 cm/s; S W/D = 86.0
  tau = 10.696 us, +2.34 %
good face S = 10 cm/s; added rate = 667 1/s
  tau change = -0.69 %
bulk lifetime = 1 ms
  tau change = -1.03 %
these three together: tau = 10.510 us, +0.56 %
absorbing edges, side 10 cm: added rate = 6.89 1/s
  tau change = -0.0072 %
hole density = 1e+15 cm^-3; excess/holes = 0.01
  D at start = 34.23 cm2/s, -1.92 %
high-injection limit: D = 17.45 cm2/s, tau = 20.90 us
at 350 K, mobility power -2.3: D = 28.56 cm2/s
  tau = 12.77 us, +22.2 %
band bending 0.5 V: depletion = 0.80 um
  tau change if W shrinks by it = -0.54 %
mean thermal speed = 2.11e+07 cm/s; cap on S = 1.06e+07 cm/s
  tau change at the cap = +0.022 %
degeneracy correction to D = 1.3e-05 %
dielectric relaxation time = 14.4 ps
every check passed
```
